# Lorentzian spectral density of an exponentially correlated line edge

A model resist edge with an rms displacement of 1.5 nm and a correlation length of 20 nm has a spectral density of 90 nm³ at zero wavenumber. At 0.05 rad/nm the density is 45 nm³, half as much, and at 0.2 rad/nm it is 5.29 nm³. The product of variance and correlation length is \(1.5^2\times 20=45\) nm³, so the plateau is twice this product. Units alone do not single out this product, because the rms displacement and the correlation length are both lengths, and they cannot supply the factor. Both the factor of two and the halving at the inverse correlation length follow from the covariance of the edge.

## The edge and the Fourier convention

Let \(\delta(x)\) be the displacement of one edge from its mean position, at distance \(x\) along the line. It is real, has zero mean and is second-order stationary: the average of a product of two displacements depends on their separation alone. The model covariance is

\[
R(u)=E[\delta(x+u)\delta(x)]=\sigma^2e^{-|u|/\xi},\qquad \sigma>0,\quad \xi>0 .
\]

Here \(E\) is an average over many statistically identical lines. The exponential is a modelling choice; stationarity alone does not imply it.

The forward transform carries no prefactor, and \(k\) is an angular wavenumber of either sign. For a piece of edge of length \(L\), define

\[
D_L(k)=\int_0^L\delta(x)e^{-ikx}\,dx,\qquad
S_L(k)=\frac{E|D_L(k)|^2}{L},\qquad S(k)=\lim_{L\to\infty}S_L(k).
\]

Since \(D_L\) has the unit nm², \(S\) has the unit nm³. The division by \(L\) is needed because \(E|D_L|^2\) grows in proportion to \(L\) for a long edge. The result to be derived is

\[
S(k)=\frac{2\sigma^2\xi}{1+k^2\xi^2},\qquad -\infty<k<\infty. \tag{1}
\]

## First derivation: transform the covariance

**From the edge to its covariance.** Write the squared modulus as a double integral and take the average inside:

\[
S_L(k)=\frac1L\int_0^L\!\!\int_0^L R(x-x')e^{-ik(x-x')}\,dx\,dx'.
\]

The integrand depends on \(u=x-x'\) alone. For a given \(u\) between \(-L\) and \(L\), both points lie on the line for a range of \(x'\) of length \(L-|u|\). Hence

\[
S_L(k)=\int_{-L}^{L}\left(1-\frac{|u|}{L}\right)R(u)e^{-iku}\,du. \tag{2}
\]

Compare this with the transform of \(R\) over all separations. The missing weight is \(|u|/L\) inside the window and 1 outside it, which is never more than \(|u|/L\). Therefore

\[
\left|S_L(k)-\int_{-\infty}^{\infty}R(u)e^{-iku}\,du\right|
\le\frac1L\int_{-\infty}^{\infty}|u|R(u)\,du
=\frac{2\sigma^2}{L}\int_0^\infty u\,e^{-u/\xi}\,du
=\frac{2\sigma^2\xi^2}{L}. \tag{3}
\]

The bound vanishes as \(L\to\infty\) and does not depend on \(k\). So the limit exists and \(S(k)\) is the transform of \(R\).

**The integral.** Put \(a=1/\xi+ik\). On the positive side the integrand is \(\sigma^2e^{-au}\). On the negative side, the substitution \(u\to-u\) turns it into \(\sigma^2e^{-a^*u}\). Both integrals converge because the real part of \(a\) is positive:

\[
S(k)=\sigma^2\left(\frac1a+\frac1{a^*}\right)
=\sigma^2\frac{a+a^*}{|a|^2}
=\sigma^2\frac{2/\xi}{1/\xi^2+k^2}
=\frac{2\sigma^2\xi}{1+k^2\xi^2}.
\]

The last step multiplies numerator and denominator by \(\xi^2\). The factor of two is now traced: a point is correlated with its neighbours on both sides, and each side contributes \(\sigma^2\xi\) at \(k=0\). The density is halved where \(k\xi=1\), which is 0.05 rad/nm here. At \(k=0.2\) rad/nm, \(k\xi=4\) and \(S=90/17=5.29\) nm³.

**The variance and other conventions.** The inverse of the unnormalized transform carries \(1/(2\pi)\). At zero separation, with \(q=k\xi\), it gives

\[
\int_{-\infty}^{\infty}S(k)\frac{dk}{2\pi}
=\frac{\sigma^2}{\pi}\int_{-\infty}^{\infty}\frac{dq}{1+q^2}
=\frac{\sigma^2}{\pi}\,\pi=\sigma^2 .
\]

Restricting the integral to \(|k|<K\) replaces \(\pi\) by \(2\arctan(K\xi)\), so the share of the variance in that band is \((2/\pi)\arctan(K\xi)\). Half of the variance lies below the knee \(K=1/\xi\), and 84% lies below four times the knee.

A density that is to be integrated over \(dk\) without a further factor is \(S/(2\pi)\), with a plateau of 14.3 nm³ in the example. A one-sided density in the ordinary frequency \(f=k/(2\pi)\) is \(G(f)=2S(2\pi f)\) for \(f\ge0\). The measure \(dk/(2\pi)\) becomes \(df\), and the 2 accounts for the discarded negative frequencies. Its plateau is 180 nm³, and its knee is at \(f=1/(2\pi\xi)=0.00796\) nm⁻¹. All these curves describe the same edge, so a plateau yields the product \(\sigma^2\xi\) only when its convention is known. Separating \(\sigma\) from \(\xi\) takes a second quantity, such as the knee or the variance. The shape of the covariance must be known as well, and a real edge need not be exponential: for \(R=\sigma^2e^{-u^2/\xi^2}\) the plateau is \(\sqrt\pi\,\sigma^2\xi\), and the density at \(k=1/\xi\) is \(e^{-1/4}=0.78\) of it.

**The tail.** For \(k\xi\gg1\), equation (1) gives \(k^2S\to2\sigma^2/\xi\), or 0.225 nm. The same number appears at zero separation, where the slope of \(R\) jumps from \(+\sigma^2/\xi\) to \(-\sigma^2/\xi\). This cusp has a physical consequence. The mean square of the finite-difference slope is

\[
\frac{E[(\delta(x+h)-\delta(x))^2]}{h^2}
=\frac{2\sigma^2(1-e^{-h/\xi})}{h^2}
\simeq\frac{2\sigma^2}{\xi h}\qquad(h\ll\xi),
\]

which diverges as \(h\to0\). The model edge is continuous in mean square but has no finite mean-square slope. A finite mean-square slope requires a finite integral of \(k^2S\), so a power-law tail must fall faster than \(k^{-3}\). An edge that is smooth below some length has such a steeper spectrum beyond the corresponding wavenumber, and there equation (1) fails.

**A line of finite length.** Equation (2) can also be evaluated without the limit. Integration by parts gives

\[
\int_0^L\left(1-\frac uL\right)e^{-au}\,du
=\frac1a-\frac1{aL}\int_0^Le^{-au}\,du
=\frac1a-\frac{1-e^{-aL}}{La^2}.
\]

The negative separations give the complex conjugate, so

\[
S_L(k)=2\sigma^2\,\mathrm{Re}\left[\frac1a-\frac{1-e^{-aL}}{La^2}\right]. \tag{4}
\]

For \(L\gg\xi\) the exponential can be dropped. With \(1/a^2=\xi^2(1-iq)^2/(1+q^2)^2\), whose real part is \(\xi^2(1-q^2)/(1+q^2)^2\), the correction becomes

\[
S_L-S\simeq\frac{2\sigma^2\xi^2}{L}\,\frac{q^2-1}{(1+q^2)^2}. \tag{5}
\]

A finite line thus lowers the density below the knee, raises it above, and leaves it unchanged at the knee to this accuracy. For \(L=400\) nm the prefactor is \(2\times2.25\times400/400=4.5\) nm³. The plateau drops from 90 to 85.5 nm³, the knee stays at 45.0 nm³, and at \(q=4\) the density rises by \(4.5\times15/289=0.23\) nm³, from 5.29 to 5.53 nm³. A direct double sum over the covariance matrix of the 400 nm line confirms these three values within the 0.1% allowed for its grid.

## Second derivation: let the edge generate itself

The second route finds the spectrum without integrating the covariance. It looks at the edge at points \(x_n=nd\) and asks what is new at each point. Let \(\delta_n=\delta(x_n)\), \(\rho=e^{-d/\xi}\) and \(R_j=R(jd)=\sigma^2\rho^{|j|}\). Define the innovation \(e_n\) by

\[
\delta_{n+1}=\rho\,\delta_n+e_n. \tag{6}
\]

This is a definition and assumes nothing yet. The exponential covariance enters when the statistics of \(e_n=\delta_{n+1}-\rho\delta_n\) are computed. For \(j\ge1\),

\[
E[e_{n+j}e_n]=R_j-\rho R_{j+1}-\rho R_{j-1}+\rho^2R_j
=\sigma^2\left(\rho^j-\rho^{j+2}-\rho^j+\rho^{j+2}\right)=0 .
\]

For \(j=0\), the same expansion gives

\[
E[e_n^2]=R_0-2\rho R_1+\rho^2R_0=\sigma^2(1-2\rho^2+\rho^2)=\sigma^2(1-\rho^2).
\]

The innovations are uncorrelated with one another, so their spectrum is flat. The edge is this flat noise passed through the recurrence (6).

**Solving the recurrence in Fourier space.** Let \(z=e^{-ikd}\) and \(A=\sum_{n=0}^{N-1}\delta_nz^n\). Multiply (6) by \(z^{n+1}\) and sum over \(n\) from 0 to \(N-1\). The left side is \(A\) without its first term and with one more term at the end:

\[
A-\delta_0+\delta_Nz^N=\rho zA+W,\qquad W=\sum_{n=0}^{N-1}e_nz^{n+1}.
\]

Therefore

\[
(1-\rho z)A=W+B,\qquad B=\delta_0-\delta_Nz^N .
\]

Because the innovations are uncorrelated and \(|z|=1\), \(E|W|^2=N\sigma^2(1-\rho^2)\), which grows with \(N\). The end term does not grow, since \(E|B|^2\le2(E\delta_0^2+E\delta_N^2)=4\sigma^2\). By the Cauchy–Schwarz inequality the cross term is at most \(2\sqrt{E|W|^2\,E|B|^2}\), which grows as \(\sqrt N\). After division by \(N\), only \(W\) survives as \(N\to\infty\).

The sampled counterpart of \(D_L\) is \(dA\), and the length is \(Nd\). The spectral density of the sampled edge is therefore

\[
S_d(k)=\lim_{N\to\infty}\frac{d^2E|A|^2}{Nd}
=\frac{d\,\sigma^2(1-\rho^2)}{|1-\rho e^{-ikd}|^2}
=\frac{d\,\sigma^2(1-\rho^2)}{1-2\rho\cos kd+\rho^2}. \tag{7}
\]

**The continuous edge.** Now let \(d\to0\) at fixed \(k\). The numerator contains \(1-\rho^2=2d/\xi+O(d^2)\). The denominator is

\[
(1-\rho)^2+2\rho(1-\cos kd)=\frac{d^2}{\xi^2}+k^2d^2+O(d^3).
\]

Hence

\[
S_d(k)\to\frac{\sigma^2\,(2d^2/\xi)}{d^2(1/\xi^2+k^2)}=\frac{2\sigma^2\xi}{1+k^2\xi^2},
\]

which is equation (1). To see that this limit is the density defined earlier, repeat the lag counting of (2) for the sampled points. It gives \(S_d=d\sum_jR_je^{-ikjd}\), a Riemann sum that tends to the transform of \(R\).

In this derivation the 2 comes from the variance of the innovations: a fraction \(1-\rho^2\simeq2d/\xi\) of the variance is renewed in each short step. The factor \(1/(1+k^2\xi^2)\) is the squared magnitude of the response of a first-order filter with memory length \(\xi\).

**What sampling does to the tail.** Equation (7) is also what a noiseless measurement gives on average over many long lines if it reads the edge at points a distance \(d\) apart. A single line does not suffice at any one wavenumber: for a Gaussian edge its value scatters about (7) by roughly 100%, however long the line is, and only averaging over lines or over neighbouring wavenumbers reduces the scatter. An instrument that averages the edge over a finite width weakens the tail before it is sampled, and (7) then needs a correction. Wavenumbers that differ by \(2\pi/d\) give the same phases at all sample points. Cutting the inverse transform into bands of that width therefore gives

\[
R_j=\int_{-\pi/d}^{\pi/d}\left[\sum_{m=-\infty}^{\infty}S\!\left(k+\frac{2\pi m}{d}\right)\right]e^{ikjd}\,\frac{dk}{2\pi}.
\]

The series for \(S_d\) has the same Fourier coefficients \(R_j\), so \(S_d\) equals the bracket: the tail is folded back into the measured band. Well below the Nyquist wavenumber \(\pi/d\), and for \(d\) small compared with \(2\pi\xi\) so that the folded terms lie in the tail, the terms with \(m\ne0\) can be estimated from the tail law:

\[
S_d-S\simeq\frac{2\sigma^2}{\xi}\cdot2\sum_{m=1}^\infty\left(\frac{d}{2\pi m}\right)^2
=\frac{\sigma^2d^2}{6\xi}, \tag{8}
\]

where \(\sum1/m^2=\pi^2/6\) was used. For \(d=2\) nm this is \(2.25\times4/120=0.075\) nm³. It is negligible on the plateau, but at 0.2 rad/nm it lifts the density from 5.29 to 5.37 nm³.

At \(k=\pi/d=1.571\) rad/nm, equation (7) becomes \(d\sigma^2(1-\rho)/(1+\rho)\simeq\sigma^2d^2/(2\xi)\) for \(d\ll\xi\), while the Lorentzian is close to \(2\sigma^2d^2/(\pi^2\xi)\). Their ratio is \(\pi^2/4\). The computed values are 0.225 and 0.091 nm³, with a ratio of 2.47. Since \(S_d\) depends on \(k\) through \(\cos kd\), its slope vanishes at this point. A flattened end of a measured spectrum is therefore not by itself evidence of instrument noise.

## What each derivation assumes

Both derivations use second moments alone. Neither needs Gaussian displacements, and uncorrelated innovations need not be independent. Both need stationarity: a drift of the mean position along the line, or a roughness that changes along it, removes the starting point of each.

They differ in where the exponential is used. In the first, everything up to (3) holds for any stationary covariance for which \(|u||R(u)|\) has a finite integral, with that integral in the bound. The exponential enters in one elementary integral and can be replaced. The second uses the exponential at its root, because \(R_{j+1}=\rho R_j\) is what makes the innovations uncorrelated. In return it gives the sampled spectrum directly and a recipe for generating edges. The recurrence runs from left to right, but the second moments single out no direction, since \(R(u)\) is even: a recurrence from right to left gives the same spectrum.

An edge with two independent contributions shows the difference. Let their variances be \(\sigma_1^2,\sigma_2^2\) and their correlation lengths \(\xi_1,\xi_2\). The first derivation gives a sum of two Lorentzians at once, by linearity. The second, with its one-step recurrence (6), must be applied to each part separately, since no single \(\rho\) serves the total when \(\xi_1\ne\xi_2\). The plateau \(P=2\sum\sigma_i^2\xi_i\) and the tail coefficient \(T=2\sum\sigma_i^2/\xi_i\) then satisfy, by the Cauchy–Schwarz inequality,

\[
PT\ge4\left(\sigma_1^2+\sigma_2^2\right)^2,
\]

with equality when \(\xi_1=\xi_2\). For a single Lorentzian \(PT=4\sigma^4\); in the example \(90\times0.225=20.25\) nm⁴, which is \(4\times2.25^2\). Within this family, an excess of \(PT\) over four times the squared variance reveals a second correlation length, provided that \(P\), \(T\) and the variance are those of the edge itself. In a measured spectrum, sampling at points and white instrument noise raise the tail and can imitate such an excess, while averaging the edge over a width comparable to the sampling distance lowers the tail. A finite length can also imitate the excess. By (5), \(P\) falls and \(T\) rises by the fraction \(\xi/L\), so \(PT\) hardly changes, but a variance taken about each line's own mean is low by about \(2\xi/L\). A single correlation length then shows an excess of about \(4\xi/L\), or 4% for \(L=2000\) nm, as much as two parts of equal variance with \(\xi_2=1.5\,\xi_1\).

Simulated edges bring the two finite-data effects together. Recurrence (6) with Gaussian innovations produced 8000 lines of 2000 nm, sampled every 2 nm. At 0.201 rad/nm the Lorentzian is 5.24 nm³. Equation (5) adds \(0.9\times15/289=0.05\) nm³ for the finite length and (8) adds 0.075 nm³ for the sampling, which accounts for the expected 5.36 nm³. The simulation gives \(5.42\pm0.06\) nm³, where the uncertainty is one standard error. The two lower wavenumbers tested also agree with their expectations within one standard error.

The finite length also affects the variance. The mean displacement of one line is \(D_L(0)/L\), so its variance is \(S_L(0)/L=89.1/2000=0.0446\) nm², an rms shift of 0.21 nm. Subtracting each line's own mean removes this amount, and the expected variance within a line falls from 2.25 to 2.205 nm². The simulated value is \(2.213\pm0.004\) nm². It lies about two standard errors above the prediction, inside the five allowed by the test, and clearly below 2.25 nm². The simulation thus establishes the loss of variance, but fixes its size less sharply than the formula does. The remaining values are in the numerical output.

## Computed values

```
rms displacement sigma = 1.5 nm, correlation length xi = 20.0 nm
line lengths = 400 and 2000 nm, sampling d = 2.0 nm
k = 0.000 rad/nm: S quadrature = 90.0000, formula = 90.0000 nm^3
k = 0.050 rad/nm: S quadrature = 45.0000, formula = 45.0000 nm^3
k = 0.200 rad/nm: S quadrature = 5.2941, formula = 5.2941 nm^3
u = 10 nm: R from inverse transform = 1.36469 nm^2
u = 20 nm: R from inverse transform = 0.82773 nm^2
u = 60 nm: R from inverse transform = 0.11202 nm^2
integral of S dk/(2 pi) = 2.25000 nm^2
variance share for |k| < 0.05 rad/nm = 0.5000
variance share for |k| < 0.20 rad/nm = 0.8440
plateau of density per unit k = 14.3239 nm^3
plateau of one-sided density in f = 180.0 nm^3
knee: k = 0.0500 rad/nm, f = 0.007958 1/nm
k^2 S at k = 2.5 rad/nm: 0.22491 nm
minus slope jump of R at zero lag: 0.22500 nm
L = 400 nm, k = 0.000 rad/nm: S_L matrix = 85.501, formula = 85.500 nm^3
L = 400 nm, k = 0.050 rad/nm: S_L matrix = 45.001, formula = 45.000 nm^3
L = 400 nm, k = 0.200 rad/nm: S_L matrix = 5.529, formula = 5.528 nm^3
bound on |S_L - S| for L = 400 nm: 4.500 nm^3
k = 0.2000 rad/nm: S = 5.2941, folded = 5.3697, S_d = 5.3697 nm^3
k = 1.5708 rad/nm: S = 0.0911, folded = 0.2248, S_d = 0.2248 nm^3
S_d/S at the Nyquist wavenumber = 2.468
simulated lines = 8000, points per line = 1000
k = 0.00628 rad/nm: simulated = 88.485 +/- 0.991, expected = 87.818, S = 88.601 nm^3
k = 0.05027 rad/nm: simulated = 44.631 +/- 0.500, expected = 44.840, S = 44.762 nm^3
k = 0.20106 rad/nm: simulated = 5.416 +/- 0.060, expected = 5.364, S = 5.242 nm^3
variance of line mean, L = 2000 nm: 0.04455 nm^2
rms of line mean = 0.2111 nm
in-line variance: formula = 2.2054, simulated = 2.2128 +/- 0.0035 nm^2
```
